# Bethe's stopping logarithm and the mean excitation energy of atomic hydrogen: a numerical check

```python
# Result under test: a fast heavy charge Z in a medium of n electrons per volume
# loses S = (4 pi n Z^2 / v^2) L per length, with L -> ln(2 v^2 / I), where ln I is
# the mean of ln(omega) weighted by omega * Im[-1/eps(0, omega)].
# For a dilute gas of hydrogen atoms in the 1s state, I = 15.0 eV.
# Hartree atomic units: v velocity, k momentum transfer, omega energy transfer,
# f(k, omega) normalized strength, kappa momentum of an ejected electron.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import erf, exp1, gammaincc, gammaln, spherical_jn

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
PROTON_MASS = const.physical_constants["proton-electron mass ratio"][0]

# --- Stopping integral against real-space energy transfer to oscillators ---
# The projectile is a Gaussian charge of width a, so all impact parameters count.
width, speed, freq = 0.5, 1.0, 1.0
times = np.arange(-200.0, 200.0001, 0.05)
nodes, weights = np.polynomial.legendre.leggauss(60)
impact, impact_w = 7.5 * (nodes + 1), 7.5 * weights
real_space = 0.0
for b, wb in zip(impact, impact_w):
    z = speed * times
    r = np.sqrt(b**2 + z**2)
    field_over_r = (erf(r / (np.sqrt(2) * width)) / r
                    - np.sqrt(2 / np.pi) / width
                    * np.exp(-r**2 / (2 * width**2))) / r**2
    perp = np.trapezoid(b * field_over_r * np.cos(freq * times), times) \
        if hasattr(np, "trapezoid") else \
        np.trapz(b * field_over_r * np.cos(freq * times), times)
    par = np.trapezoid(z * field_over_r * np.sin(freq * times), times) \
        if hasattr(np, "trapezoid") else \
        np.trapz(z * field_over_r * np.sin(freq * times), times)
    real_space += wb * 2 * np.pi * b * 0.5 * (perp**2 + par**2)
k_space = 4 * np.pi / speed**2 * 0.5 * exp1((freq * width / speed)**2)
assert abs(real_space / k_space - 1) < 2e-3

# --- Harmonically bound electron: full L(v) against the Bethe logarithm ---
def oscillator_L(v2):
    """Sum over levels of the k integral; v2 is v^2 / omega0."""
    t = 1 / (2 * v2)
    m = np.arange(1, int(4 / t) + 50)
    return 0.5 * (exp1(t) + np.sum(gammaincc(m, (m + 1.0)**2 * t) / m))

osc_v2 = 500.0
osc_L = oscillator_L(osc_v2)
osc_log = np.log(2 * osc_v2)
osc_coefficient = (osc_L - osc_log) * osc_v2
assert abs(osc_coefficient + 1.5) < 0.05

# --- Dense Lorentz medium: loss function and absorption give different means ---
w0, wp, damping = 0.5, 0.6, 0.002
def lorentz_eps(w):
    return 1 + wp**2 / (w0**2 - w**2 - 1j * damping * w)

def log_mean(response, peak):
    edges = [0, peak - 0.05, peak, peak + 0.05, 2.0, 50.0]
    def integral(g):
        return sum(quad(lambda w: w * response(w) * g(w), lo, hi, limit=400)[0]
                   for lo, hi in zip(edges[:-1], edges[1:]))
    norm = integral(lambda w: 1.0)
    assert abs(norm / (np.pi * wp**2 / 2) - 1) < 1e-3
    return np.exp(integral(np.log) / norm)

shifted = np.sqrt(w0**2 + wp**2)
I_loss = log_mean(lambda w: (-1 / lorentz_eps(w)).imag, shifted)
I_abs = log_mean(lambda w: lorentz_eps(w).imag, w0)
assert abs(I_loss / shifted - 1) < 5e-3
assert abs(I_abs / w0 - 1) < 6e-3

# --- Hydrogen dipole strengths in closed form ---
levels = np.arange(2, 20001, dtype=float)
omega_bound = 0.5 * (1 - 1 / levels**2)
f_bound = 256 / 3 * np.exp(5 * np.log(levels)
                           + (2 * levels - 4) * np.log(levels - 1)
                           - (2 * levels + 4) * np.log(levels + 1))

def f_continuum(kappa):
    """Strength per unit energy of the ejected electron."""
    return (256 / 3 * (1 + kappa**2)**-4 * np.exp(-4 * np.arctan(kappa) / kappa)
            / (1 - np.exp(-2 * np.pi / kappa)))

def bound_part(g):
    return np.sum(f_bound * g(omega_bound))

def continuum_part(g):
    def integrand(q):
        return q * f_continuum(q) * g(0.5 * (1 + q * q))
    return quad(integrand, 0, 2, epsabs=1e-12)[0] + \
        quad(integrand, 2, np.inf, epsabs=1e-12)[0]

def moment(g):
    return bound_part(g) + continuum_part(g)

total = moment(np.ones_like)
first_moment = moment(lambda w: w)
polarizability = moment(lambda w: w**-2.0)
assert abs(total - 1) < 1e-6
assert abs(first_moment - 2 / 3) < 1e-5
assert abs(polarizability - 4.5) < 1e-5
log_bound, log_cont = bound_part(np.log), continuum_part(np.log)
log_I = log_bound + log_cont
I_hartree = np.exp(log_I)
I_eV = I_hartree * HARTREE_EV
assert abs(I_eV - 15.0) < 0.05

# Continuum p wave: amplitude at large r and radial integral, both numerical
kap = 1.0
def p_wave(r):
    return (r**2 * mp.exp(-1j * kap * r)
            * mp.hyp1f1(2 + 1j / kap, 4, 2j * kap * r)).real
norm2 = 4 / 9 * (1 + kap**2) / (1 - np.exp(-2 * np.pi / kap))
r_far = 2000.0
quarter = np.pi / 2 / (kap + 1 / (kap * r_far))
amplitude2 = norm2 * float(p_wave(r_far)**2 + p_wave(r_far + quarter)**2)
assert abs(amplitude2 * np.pi * kap / 2 - 1) < 3e-3
J_numeric = float(mp.quad(lambda r: r**2 * mp.exp(-r) * p_wave(r),
                          [0, 5, 10, 20, 40]))
J_formula = 12 * (1 + kap**2)**-3 * np.exp(-2 * np.arctan(kap) / kap)
assert abs(J_numeric / J_formula - 1) < 1e-6

# --- Hydrogen by diagonalization in a Laguerre basis ---
BASIS, SCALE, L_MAX = 100, 6.0, 45
nodes, weights = np.polynomial.legendre.leggauss(400)
radius, radius_w = 10 * (nodes + 1), 10 * weights
source = radius_w * 2 * radius * np.exp(-radius)     # 1s radial function

def channel(l):
    """Energies, eigenvectors and basis functions for angular momentum l."""
    n = np.arange(BASIS)
    off = -np.sqrt((n[:-1] + 1.0) * (n[:-1] + 2 * l + 2)) / SCALE
    overlap = np.diag((2.0 * n + 2 * l + 2) / SCALE) \
        + np.diag(off, 1) + np.diag(off, -1)
    ham = np.diag(SCALE / 2 * (n + l + 1) - 1) - SCALE**2 / 8 * overlap
    energy, vectors = eigh(ham, overlap)
    x, a = SCALE * radius, 2 * l + 1
    basis = np.zeros((BASIS, len(x)))
    basis[0] = np.exp((l + 1) * np.log(x) - x / 2 - 0.5 * gammaln(2 * l + 2))
    for i in range(BASIS - 1):
        prev = np.sqrt(i * (i + a)) * basis[i - 1] if i else 0.0
        basis[i + 1] = ((2 * i + a + 1 - x) * basis[i] - prev) \
            / np.sqrt((i + 1) * (i + a + 1))
    return energy, vectors, basis

energy, vectors, basis = channel(1)
dipole = vectors.T @ (basis @ (source * radius))
omega = energy + 0.5
f_basis = 2 / 3 * omega * dipole**2
I_basis_eV = np.exp(np.sum(f_basis * np.log(omega))) * HARTREE_EV
assert abs(np.sum(f_basis) - 1) < 1e-4
assert abs(I_basis_eV / I_eV - 1) < 1e-3

# --- Full L(v) for hydrogen from strengths at finite k ---
speeds = [2.0, 3.0, 4.0]
k_grid = np.geomspace(0.09, 18.0, 160)
log_k = np.log(k_grid)
sum_rule = np.zeros(len(k_grid))
full_L = np.zeros(len(speeds))
for l in range(L_MAX + 1):
    energy, vectors, basis = channel(l)
    bessel = spherical_jn(l, np.outer(radius, k_grid))
    amplitude = vectors.T @ (basis @ (source[:, None] * bessel))
    omega = energy + 0.5
    excited = omega > 0.1
    omega, amplitude = omega[excited], amplitude[excited]
    strength = 2 * omega[:, None] * (2 * l + 1) * amplitude**2 / k_grid**2
    sum_rule += strength.sum(axis=0)
    primitive = CubicSpline(log_k, strength, axis=1).antiderivative()
    upper = primitive(log_k[-1])
    for i, v in enumerate(speeds):
        start = np.clip(np.log(omega / v), log_k[0], log_k[-1])
        lower = np.diagonal(primitive(start))
        full_L[i] += np.sum(upper - lower)
sum_error = np.max(np.abs(sum_rule[k_grid <= 8] - 1))
assert sum_error < 5e-3
bethe_L = np.array([np.log(2 * v * v / I_hartree) for v in speeds])
gap = full_L - bethe_L
assert np.all(np.diff(np.abs(gap)) < 0)
assert abs(gap[-1] * speeds[-1]**2 + 1) < 0.4    # next order is not included

# --- Printed numbers ---
v = speeds[-1]
kinetic_keV = 0.5 * PROTON_MASS * v**2 * HARTREE_EV / 1000
unit = HARTREE_EV * BOHR_CM**2 / 1e-15
prefactor = 4 * np.pi / v**2 * unit
print(f"Hartree energy: {HARTREE_EV:.4f} eV")
print(f"Real-space / k-space stopping, Gaussian charge: {real_space/k_space:.5f}")
print(f"Oscillator, v^2/omega0 = {osc_v2:.0f}: full L = {osc_L:.5f}")
print(f"Oscillator, ln(2 v^2/omega0) = {osc_log:.5f}")
print(f"Oscillator, (L - log) v^2/omega0 = {osc_coefficient:.3f}")
print(f"Lorentz medium: omega0 = {w0}, omega_p = {wp}, damping = {damping} a.u.")
print(f"  sqrt(omega0^2 + omega_p^2) = {shifted:.4f} a.u.")
print(f"  log-mean from loss function = {I_loss:.4f} a.u.")
print(f"  log-mean from Im eps = {I_abs:.4f} a.u.")
for i in range(3):
    print(f"H 1s->{i+2}p: omega = {omega_bound[i]*HARTREE_EV:.3f} eV,"
          f" f = {f_bound[i]:.4f}")
print(f"H bound strength, all levels: {bound_part(np.ones_like):.4f}")
print(f"H continuum strength: {continuum_part(np.ones_like):.4f}")
print(f"H total strength: {total:.6f}")
print(f"H sum f omega: {first_moment:.5f} hartree")
print(f"H sum f / omega^2: {polarizability:.5f} a.u.")
print(f"H bound part of ln(I/hartree): {log_bound:.5f}")
print(f"H continuum part of ln(I/hartree): {log_cont:.5f}")
print(f"H ln(I/hartree): {log_I:.5f}")
print(f"H mean excitation energy I: {I_hartree:.5f} hartree = {I_eV:.2f} eV")
print(f"H I from Laguerre-basis diagonalization: {I_basis_eV:.2f} eV")
print(f"H ionization energy (fixed nucleus): {0.5*HARTREE_EV:.2f} eV")
print(f"H arithmetic mean excitation energy: {first_moment*HARTREE_EV:.2f} eV")
print(f"Largest sum-rule error for k from 0.09 to 8 a.u.: {sum_error:.1e}")
for vi, full, log_value, d in zip(speeds, full_L, bethe_L, gap):
    print(f"H v = {vi:.0f} a.u.: full L = {full:.3f}, Bethe log = {log_value:.3f},"
          f" difference*v^2 = {d*vi*vi:.2f}")
print(f"Proton kinetic energy at v = {v:.0f} a.u.: {kinetic_keV:.1f} keV")
print(f"4 pi/v^2 at that speed: {prefactor:.4f} x 1e-15 eV cm^2")
print(f"Stopping cross section, Bethe log: {prefactor*bethe_L[-1]:.3f}"
      " x 1e-15 eV cm^2 per atom")
print(f"Stopping cross section, full L: {prefactor*full_L[-1]:.3f}"
      " x 1e-15 eV cm^2 per atom")
print("PASS")
```

Printed output:

```
Hartree energy: 27.2114 eV
Real-space / k-space stopping, Gaussian charge: 0.99996
Oscillator, v^2/omega0 = 500: full L = 6.90474
Oscillator, ln(2 v^2/omega0) = 6.90776
Oscillator, (L - log) v^2/omega0 = -1.506
Lorentz medium: omega0 = 0.5, omega_p = 0.6, damping = 0.002 a.u.
  sqrt(omega0^2 + omega_p^2) = 0.7810 a.u.
  log-mean from loss function = 0.7825 a.u.
  log-mean from Im eps = 0.5015 a.u.
H 1s->2p: omega = 10.204 eV, f = 0.4162
H 1s->3p: omega = 12.094 eV, f = 0.0791
H 1s->4p: omega = 12.755 eV, f = 0.0290
H bound strength, all levels: 0.5650
H continuum strength: 0.4350
H total strength: 1.000000
H sum f omega: 0.66667 hartree
H sum f / omega^2: 4.50000 a.u.
H bound part of ln(I/hartree): -0.52357
H continuum part of ln(I/hartree): -0.07260
H ln(I/hartree): -0.59617
H mean excitation energy I: 0.55092 hartree = 14.99 eV
H I from Laguerre-basis diagonalization: 14.99 eV
H ionization energy (fixed nucleus): 13.61 eV
H arithmetic mean excitation energy: 18.14 eV
Largest sum-rule error for k from 0.09 to 8 a.u.: 2.4e-04
H v = 2 a.u.: full L = 2.407, Bethe log = 2.676, difference*v^2 = -1.07
H v = 3 a.u.: full L = 3.359, Bethe log = 3.487, difference*v^2 = -1.15
H v = 4 a.u.: full L = 3.991, Bethe log = 4.062, difference*v^2 = -1.13
Proton kinetic energy at v = 4 a.u.: 399.7 keV
4 pi/v^2 at that speed: 0.5985 x 1e-15 eV cm^2
Stopping cross section, Bethe log: 2.431 x 1e-15 eV cm^2 per atom
Stopping cross section, full L: 2.389 x 1e-15 eV cm^2 per atom
PASS
```
